# Compressibility of an Isolated Moiré Band and Its Gate-Capacitance Signature, part 1

(Sections cited here and not found follow in the second part.)

## 1. The band: density of states and compressibility

### Form of the answer

Let $n$ be the number of electrons per area in a two-dimensional layer and $\mu$ their chemical potential. In atomic units, with $e=1$, the derivative $dn/d\mu$ has the dimension of a capacitance per area. Suppose that the layer lies between a top and a bottom gate. Three capacitances per area can then be read: $C_t$ between top gate and layer, $C_b$ between bottom gate and layer, and $C_p$ between the two gates through the layer. If these readings alone determine $D_T\equiv dn/d\mu$, dimensional analysis requires

$$D_T=C_p\,F(x,y),\qquad x=\frac{C_t}{C_p},\quad y=\frac{C_b}{C_p}.$$

Exchanging the names of the gates cannot change the layer, so $F(x,y)=F(y,x)$. Two limits restrict $F$ further.

- In a nearly incompressible layer the potential follows the gates. Raising both gates by $\delta V$ raises $\mu$ by nearly $\delta V$ and adds the charge $D_T\delta V$. Hence $C_t+C_b\to D_T$, or $F\to x+y$.
- A very compressible layer acts as a grounded metal sheet, and $C_t,C_b$ approach the geometric capacitances $c_t,c_b$. The top gate shifts $\mu$ by the small amount $c_t\delta V/D_T$, which induces the charge $-c_bc_t\delta V/D_T$ on the bottom gate. Hence $C_p\to c_tc_b/D_T$, or $F\to xy$.

The simplest symmetric function with both limits is $F=x+y+xy$, that is,

$$D_T=C_t+C_b+\frac{C_tC_b}{C_p}.\tag{1}$$

The limits do not prove this form between the two ends. The proof is given in Section 2. First it must be established what $D_T$ is for a moiré band.

### Model and conventions

The band energy $E(\mathbf k)$ is periodic in the moiré reciprocal lattice. The moiré cell has area $A_m$, and $g$ counts degenerate copies of the band, such as spin. The electrons do not interact, apart from the uniform electrostatic potential treated in Section 2. The shape of $E(\mathbf k)$ therefore does not depend on $n$. Energies and $\mu$ are measured from the band bottom. The band is isolated: its distance to other bands is much larger than $kT$. With $f(\epsilon)=1/(e^{\epsilon/kT}+1)$,

$$n(\mu,T)=g\int\!\frac{d^2k}{(2\pi)^2}\,f(E(\mathbf k)-\mu).$$

The integral covers one Brillouin zone, whose area is $(2\pi)^2/A_m$. A full band therefore holds $n_s=g/A_m$, and the filling is $\nu=n/n_s$. Since $\partial f(E-\mu)/\partial\mu=-f'(E-\mu)$,

$$D_T(\mu)=\frac{dn}{d\mu}=g\int\!\frac{d^2k}{(2\pi)^2}\,[-f'(E-\mu)]=\int\!dE\,D(E)[-f'(E-\mu)],\tag{2}$$

where $D(E)=g\int d^2k/(2\pi)^2\,\delta(E-E(\mathbf k))$ is the density of states per area. The quantity obtained from a capacitance is thus the density of states averaged over a thermal window.

The numerical example has electrons of mass $0.5\,m_e$ and $g=2$ in the potential

$$U(\mathbf r)=-2V_0\sum_{j=1}^{3}\cos(\mathbf G_j\cdot\mathbf r),\qquad V_0=0.01\ \text{eV},$$

with a triangular lattice of period 100 Å. The three $\mathbf G_j$ are shortest reciprocal vectors at $120^\circ$ to each other. These are round model parameters. Writing each cosine as two exponentials gives the plane-wave matrix

$$H_{\mathbf G\mathbf G'}=\frac{|\mathbf k+\mathbf G|^2}{2m}\delta_{\mathbf G\mathbf G'}-V_0\,\Delta_{\mathbf G-\mathbf G'},$$

where $\Delta=1$ for the six shortest vectors and zero otherwise. The lowest eigenvalue is the band considered here. Its width is $W=0.001591$ eV, and the gap above it is about 0.0297 eV. The temperature is $kT=0.0002$ eV unless stated otherwise. With $A_m=8660.3$ Å$^2$,

$$n_s=\frac{2}{8660.3}=2.3094\times10^{-4}\ \text{Å}^{-2}.$$

The scale of $D(E)$ is $n_s/W=0.145$ eV$^{-1}$Å$^{-2}$, its average over the band.

### From density of states to compressibility

The isothermal compressibility is $K=-(1/A)(\partial A/\partial P)_{N,T}$. Changing $A$ here means adding or removing moiré cells while the band stays fixed. It does not mean straining the lattice, which would change $E(\mathbf k)$.

The grand potential obeys $d\Omega=-S\,dT-N\,d\mu-P\,dA$. For a large uniform system it is proportional to area, so $\Omega=-PA$. Differentiating at fixed $A$ and $T$ gives $A\,dP=N\,d\mu$, or $dP=n\,d\mu$. At fixed $N$, $n=N/A$ gives $dA/A=-dn/n$. Therefore

$$K=\frac1n\frac{dn}{dP}=\frac1{n^2}\frac{dn}{d\mu}=\frac{D_T}{n^2}.\tag{3}$$

For free fermions the pressure is

$$P=g\,kT\int\!\frac{d^2k}{(2\pi)^2}\ln\!\left[1+e^{(\mu-E)/kT}\right],$$

and its $\mu$ derivative is the density integral above, as required.

At half filling $\mu=0.001101$ eV and $D_T=0.15977$ eV$^{-1}$Å$^{-2}$. With $n=n_s/2=1.1547\times10^{-4}$ Å$^{-2}$,

$$K=\frac{0.15977}{(1.1547\times10^{-4})^2}=1.198\times10^7\ \text{Å}^2/\text{eV}.$$

A test differentiated $n$ numerically with respect to this $P$ and found the same value within the required relative accuracy of $10^{-4}$.

The factor $1/n^2$ depends on where counting begins. Counting holes from the full band replaces $n$ by $n_s-n$ and, except at half filling, changes $K$, although the electrons are the same. The derivative $dn/d\mu$ has no such ambiguity, and it is the quantity that enters the capacitance. An implementation should report it first and quote $K$ only together with the counting origin.

### Zero temperature: the Fermi contour

As $T\to0$, $-f'$ becomes a delta function and $D_T\to D(\mu)$ wherever $D$ is continuous. Two contours separated by energy $dE$ lie a distance $dE/|\nabla_{\mathbf k}E|$ apart. The area between them, multiplied by $g/(2\pi)^2$, gives

$$D(E)=\frac{g}{4\pi^2}\oint\frac{dl}{|\nabla_{\mathbf k}E|}.\tag{4}$$

For a contour around the zone centre that each ray meets once at $k_F(\theta,E)$, the enclosed density is

$$n_0(E)=\frac{g}{4\pi^2}\int_0^{2\pi}\frac{k_F^2}{2}\,d\theta.$$

Along a ray $\partial k_F/\partial E=1/(\partial E/\partial k)$, so

$$D(E)=\frac{dn_0}{dE}=\frac{g}{4\pi^2}\int_0^{2\pi}\frac{k_F}{\partial E/\partial k}\,d\theta.$$

This agrees with (4). If $\alpha$ is the angle between ray and gradient, then $dl=k_Fd\theta/\cos\alpha$ and $\partial E/\partial k=|\nabla E|\cos\alpha$, and the cosines cancel.

At $E=0.4W=0.000636$ eV the slope form gives 0.0927415 eV$^{-1}$Å$^{-2}$. Differencing the enclosed density over $\pm h$, with $h=10^{-5}$ eV, gives 0.0927436 in the same unit. The difference, $2.1\times10^{-6}$, is the expected discretization error $h^2D''/6$, with $D''$ taken from the thermal term below. The test required agreement to $10^{-4}$ relative to the slope form.

### Low temperature

Substitute $E=\mu+kT\,z$ in (2):

$$D_T(\mu)=\int_{-\infty}^{\infty}\!dz\,w(z)\,D(\mu+kTz),\qquad w(z)=\frac{1}{4\cosh^2(z/2)}.$$

The weight is even and integrates to one. For its second moment, expand $w=e^{-z}/(1+e^{-z})^2=\sum_{m\ge1}(-1)^{m+1}m\,e^{-mz}$ for $z>0$:

$$\int z^2w\,dz=2\sum_{m\ge1}(-1)^{m+1}m\,\frac{2}{m^3}=4\,\frac{\pi^2}{12}=\frac{\pi^2}{3}.$$

A Taylor series of $D$ then gives the Sommerfeld expansion,

$$D_T(\mu)=D(\mu)+\frac{\pi^2}{6}(kT)^2D''(\mu)+\dots\tag{5}$$

It requires $D$ to be smooth across the thermal window, so $kT$ must be small compared with the distances from $\mu$ to the band edges and to the saddle energy.

At $0.4W$ and $kT=W/80=1.989\times10^{-5}$ eV, the shift $D_T-D$ is $8.289\times10^{-5}$ eV$^{-1}$Å$^{-2}$. The second term of (5) gives $8.242\times10^{-5}$. The difference is 0.6% of the latter, within the 5% allowed by the test. At $kT=0.0001$ eV, about $W/16$, the shift is already 1.18 times the leading term. The temperature of the main example is twice as high again, so there the full sum (2) is used.

### The saddle peak

The point M, half a reciprocal vector $\mathbf G$ from the zone centre, is stationary. Inversion and periodicity give $E(\mathbf M+\mathbf q)=E(-\mathbf M-\mathbf q)=E(\mathbf M-\mathbf q)$, because $-\mathbf M$ and $\mathbf M$ differ by $\mathbf G$.

Nearest-neighbour hopping shows the type of point. The energy $-2t\sum_j\cos(\mathbf k\cdot\mathbf a_j)$ is $-6t$ at the centre, $2t$ at M and $3t$ at the zone corners. M is then a saddle at $8/9=0.889$ of the width. The computed ratio is $0.001404/0.001591=0.882$, close to this pattern.

Near a saddle, $E-E_s=k_1^2/2m_1-k_2^2/2m_2$. Put $u=k_1/\sqrt{2m_1}$, $v=k_2/\sqrt{2m_2}$, $p=u+v$ and $q=u-v$. Then $E-E_s=pq$ and $d^2k=\sqrt{m_1m_2}\,dp\,dq$. With a cutoff $|p|,|q|<\Lambda$,

$$D_{\rm saddle}(E)=\frac{g\sqrt{m_1m_2}}{4\pi^2}\int\!\frac{dp}{|p|}=\frac{g\sqrt{m_1m_2}}{2\pi^2}\ln\frac{\Lambda^2}{|E-E_s|},\tag{6}$$

since $|p|$ runs from $|E-E_s|/\Lambda$ to $\Lambda$ on both signs. There are three such points per zone. At nonzero temperature the logarithm is rounded.

In the example the largest $D_T$ is 0.174 eV$^{-1}$Å$^{-2}$, at $\mu=0.0013$ eV on a grid of 0.0001 eV and at filling near 0.65. On this grid the peak lies slightly below the saddle energy.

### Sum rule, upper bound and hot band

Integrating (2) over all $\mu$, including the thermal tails beyond both band edges, gives

$$\int D_T\,d\mu=n_s.\tag{7}$$

A narrower band therefore has a larger average $D$ for the same $n_s$. Numerical integration gave $n_s$ within the required relative accuracy of $10^{-6}$.

Let $\langle\cdot\rangle$ be the average over the zone. Since $-f'=f(1-f)/kT$, $\langle f\rangle=\nu$ and $\langle f^2\rangle=\nu^2+\mathrm{Var}\,f$,

$$D_T=\frac{n_s}{kT}\langle f-f^2\rangle=\frac{n_s}{kT}\left[\nu(1-\nu)-\mathrm{Var}\,f\right]\le\frac{n_s\nu(1-\nu)}{kT}.\tag{8}$$

The bound holds at any temperature for a single isolated band. At half filling and $kT=0.0002$ eV it is $2.3094\times10^{-4}/(4\times0.0002)=0.289$ eV$^{-1}$Å$^{-2}$, while the actual value is 0.160.

For $kT\gg W$ the occupation varies little. To first order $f-\nu=-\nu(1-\nu)(E-\langle E\rangle)/kT$. With $\sigma_E^2=\mathrm{Var}\,E$, (8) becomes

$$D_T\simeq\frac{n_s\nu(1-\nu)}{kT}\left[1-\frac{\nu(1-\nu)\sigma_E^2}{(kT)^2}\right].\tag{9}$$

At $kT=5W$ and half filling the computed ratio to the flat-band value is 0.999239, and (9) gives 0.999238. The test required the two departures from one to agree within 3%.

That agreement concerns the lowest band alone. With $\mu$ held at 0.001101 eV, the other bands supply a fraction $8\times10^{-9}$ of the total $dn/d\mu$ at $kT=W$, but 9% at $kT=5W$. Formula (9) thus needs $W\ll kT$ and, separately, $kT$ far below the gap.

## 2. The gates: isolating the density-of-states term

### Symbols carried over

The layer has electron density $n$, chemical potential $\mu$ measured from the band bottom, and thermal density of states $D_T=dn/d\mu$. The last is the band's density of states averaged over the window $-f'$. A full band holds $n_s=2.3094\times10^{-4}$ Å$^{-2}$, the filling is $\nu=n/n_s$, and the compressibility is $K=D_T/n^2$. The example band has width $W=0.001591$ eV and is studied at $kT=0.0002$ eV. Atomic units with $e=1$ are used in the algebra, so $D_T$ and a capacitance per area have the same dimension. Numerically, 1 $e$/(V Å$^2$) corresponds to 1 eV$^{-1}$Å$^{-2}$.

### Electrostatics of the stack

The layer is a thin uniform sheet at electrostatic potential $\phi$, grounded through a contact. The gates are ideal metals at potentials $V_t$ and $V_b$. Constant work-function differences are absorbed in $V_t$ and $V_b$ and drop out of derivatives.

An electron has charge $-1$, so the potential shifts its energy by $-\phi$. Equilibrium with the grounded contact makes the total electrochemical potential constant:

$$\mu-\phi=0\quad\Rightarrow\quad\phi=\mu.\tag{10}$$

Between a gate and the layer lie dielectric sheets of thickness $d_i$ and out-of-plane dielectric constant $\varepsilon_i$. There is no free charge between them, so $s=\varepsilon_i\,d\phi/dz$ is the same in every sheet. The potential drop is $s\sum_id_i/\varepsilon_i$. Gauss's law gives a gate charge per area $s/4\pi$. Their ratio defines the geometric capacitance,

$$\frac1c=4\pi\sum_i\frac{d_i}{\varepsilon_i}.\tag{11}$$

In SI units the factor $4\pi$ is replaced by $1/\varepsilon_0$. The gate charges are $Q_t=c_t(V_t-\phi)$ and $Q_b=c_b(V_b-\phi)$. The whole stack is neutral and the layer carries $-n$, so $n=Q_t+Q_b$. With (10),

$$n(\mu)=c_t(V_t-\mu)+c_b(V_b-\mu).\tag{12}$$

This equation fixes $\mu$, and hence the filling, at given gate voltages.

We have identified $D_T$ as the band's thermally averaged density of states, related it to the compressibility, and obtained in (12) the charge balance that fixes the filling at given gate voltages. It remains to derive the three capacitances from this balance, prove (1), and examine how the result holds up against reading errors and in real devices.
